# Why plain self-consistency converges for helium but oscillates for H⁻

## What goes wrong

A self-consistent calculation on H⁻ can fail although its equations, its basis and its solution are all sound. Take a trial orbital, compute the repulsive potential of one electron in it, find the lowest orbital in that potential plus the nuclear attraction, and repeat. Started from $e^{-\zeta r}$ with $\zeta=Z-5/16$, this produces the following mean radii in bohr:

- He: 0.9330, 0.9258, 0.9277, 0.9271, 0.9273, 0.9273
- H⁻: 2.8075, 2.2665, 2.8886, 2.1931, 3.0839, 2.0991

Helium settles. H⁻ jumps from one side of its self-consistent value, 2.5040 bohr, to the other, and the jumps grow. The linear theory below gives one number, $\kappa$, that decides whether plain iteration converges from close to the solution and which damping is allowed there.

## The map

Hartree atomic units are used, with real orbitals, a fixed point nucleus of charge $Z$, and restricted Hartree-Fock theory: both electrons occupy one normalised orbital $\phi$. Correlation is left out. With $h=-\tfrac12\nabla^2-Z/r$ and
$$J[\rho](\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',\qquad \rho=\phi^2,$$
the energy is $E=2\langle\phi|h|\phi\rangle+\langle\phi|J[\phi^2]|\phi\rangle$. The direct potential of two electrons is $2J$. Exchange, acting on the occupied orbital, removes one $J$. Hence
$$F\phi=\varepsilon\phi,\qquad F=h+J[\phi^2].$$

The iteration studied here uses this local potential: $\rho$ goes in, and the squared lowest orbital of $h+J[\rho]$ comes out. Programs that keep the full exchange operator iterate a different map with the same solution; they are treated near the end.

The solution $\phi$ is taken to be the restricted energy minimum. Replacing $\phi$ by $|\phi|$ does not raise $E$, so $\phi$ can be chosen without nodes. A nodeless eigenfunction of an operator with a local potential is its ground state, so $\phi$ is the lowest orbital of its own $F$.

## Linearising one step

Let the input be $\phi+u$, with $u$ small and orthogonal to $\phi$, which preserves the norm to first order. Then
$$\delta\rho=2\phi u,\qquad \delta J=J[2\phi u].$$
Write the output as $\phi+u'$, with $u'\perp\phi$. The first-order part of the eigenvalue equation is
$$(F-\varepsilon)u'=-(\delta J-\delta\varepsilon)\phi .$$
Projection onto the functions $a\perp\phi$ removes $\delta\varepsilon$. Define on this space
$$L=F-\varepsilon,\qquad K_{ab}=\iint\frac{a(1)\phi(1)\,\phi(2)b(2)}{r_{12}}\,d1\,d2 .$$
Since $\langle a|\delta J|\phi\rangle=2\sum_bK_{ab}u_b$,
$$u'=-L^{-1}(2K)\,u. \tag{1}$$

The factor 2 comes from $\delta(\phi^2)=2\phi u$. The minus sign says that added charge repels: for each eigenmode of the map, found below, the output error is a negative multiple of the input error, so in such a mode the output has too little density wherever the input has too much.

Two facts fix the spectrum of this map. First, $L$ is positive, because $\phi$ is the non-degenerate ground state of $F$. Second, $\langle u|K|u\rangle$ is twice the electrostatic self-energy of the charge distribution $\phi u$, so it cannot be negative. The matrix in (1) is similar to
$$-L^{-1/2}(2K)L^{-1/2},$$
which is symmetric and has no positive eigenvalue. The eigenvalues of the map are therefore real numbers $-\kappa_i\le0$. The largest $\kappa_i$ is
$$\kappa=\max_u\frac{\langle u|2K|u\rangle}{\langle u|L|u\rangle}. \tag{2}$$

After $n$ plain steps the error in mode $i$ has been multiplied by $(-\kappa_i)^n$. Every mode with $\kappa_i>0$ changes sign at each step, in helium as well as in H⁻. If $\kappa<1$ the alternation dies out; if $\kappa>1$ it grows. At $\kappa=1$ the linear theory does not decide.

## Damping

Now mix the densities,
$$\rho_{n+1}=(1-\alpha)\rho_n+\alpha\rho_{\rm out}[\rho_n].$$
The density map has the same nonzero eigenvalues as the orbital map. To see this, let $A$ turn an orbital change into a density change, $Au=2\phi u$, and let $B$ turn a density change into the next orbital change. The orbital map is $BA$ and the density map is $AB$. If $BAu=\lambda u$ with $\lambda\neq0$, then $AB(Au)=\lambda(Au)$, and $Au\ne0$. The same argument, run backwards and applied to potentials, shows that mixing potentials gives these eigenvalues too.

Mixing turns $-\kappa_i$ into the multiplier
$$m_i=(1-\alpha)-\alpha\kappa_i=1-\alpha(1+\kappa_i). \tag{3}$$
Convergence requires $-1<m_i<1$. The upper inequality gives $\alpha>0$. The lower one gives $\alpha(1+\kappa_i)<2$, which is most severe for the largest $\kappa_i$. The locally convergent range is
$$0<\alpha<\frac{2}{1+\kappa}. \tag{4}$$
It contains $\alpha=1$ when $\kappa<1$. It is never empty, since $\kappa$ is finite as long as $L$ has a gap above zero.

For the fastest convergence the smallest $\kappa_i$ matters as well. Put $u$ in a thin shell far from the nucleus. Then $\phi u$ and the numerator of (2) tend to zero, while $L$ stays above its gap. The spectrum therefore reaches down to $\kappa_i=0$, where $m=1-\alpha$. The best $\alpha$ makes the two extreme multipliers equal in size:
$$1-\alpha=\alpha(1+\kappa)-1\quad\Longrightarrow\quad \alpha_{\rm best}=\frac{2}{2+\kappa},\qquad |m|=\frac{\kappa}{2+\kappa}. \tag{5}$$

## An estimate by hand

A model with one exponent shows the trend with $Z$. Let the input density belong to $e^{-\zeta r}$, and let the output be the best orbital $e^{-\eta r}$ in its field. The input density, integrated over angles, is $4\zeta^3r^2e^{-2\zeta r}$. Charge inside $r$ acts as if at the centre, and charge outside contributes its own inverse radius:
$$J(r)=\frac{1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)}{r}+e^{-2\zeta r}(2\zeta^2r+\zeta)
=\frac1r-\Big(\zeta+\frac1r\Big)e^{-2\zeta r}. \tag{6}$$
Average this over $4\eta^3r^2e^{-2\eta r}$. With $s=\zeta+\eta$, $\int_0^\infty re^{-2sr}dr=1/(4s^2)$ and $\int_0^\infty r^2e^{-2sr}dr=1/(4s^3)$,
$$R(\zeta,\eta)=4\eta^3\Big[\frac1{4\eta^2}-\frac1{4s^2}-\frac{\zeta}{4s^3}\Big]
=\eta-\frac{\eta^3(2\zeta+\eta)}{s^3}.$$
The output minimises $\tfrac12\eta^2-Z\eta+R$ at fixed $\zeta$, so $\eta-Z+R_\eta=0$. Differentiation gives
$$R_\eta=1-\frac{6\zeta\eta^2+4\eta^3}{s^3}+\frac{3\eta^3(2\zeta+\eta)}{s^4}
=1-\frac{6\zeta^2\eta^2+4\zeta\eta^3+\eta^4}{s^4}.$$
At $\eta=\zeta$ this is $1-11/16=5/16$, so the self-consistent exponent is $\zeta=Z-5/16$.

For the slope of the map, differentiate again at $\eta=\zeta$:
$$R_{\eta\eta}=-\frac1\zeta\Big(\frac{28}{16}-\frac{4\cdot11}{32}\Big)=-\frac{3}{8\zeta}.$$
Because $R_\eta$ depends only on $\eta/\zeta$, $\zeta R_{\eta\zeta}+\eta R_{\eta\eta}=0$, and so $R_{\eta\zeta}=+3/(8\zeta)$. Differentiating the stationarity condition along the map yields
$$\frac{d\eta}{d\zeta}=-\frac{R_{\eta\zeta}}{1+R_{\eta\eta}}=-\frac{3}{8\zeta-3}=-\frac{6}{16Z-11}. \tag{7}$$

The model thus has $\kappa=6/21=0.286$ for He and $6/5=1.2$ for H⁻, with the change at $Z=17/16$. It restricts both the solution and its response, so it is an estimate and not a bound.

## How large the effect is

For the full radial problem, $r$ times the orbital was expanded in 40 functions $r\,e^{-0.8Zr}L_k^{(2)}(1.6Zr)$, where $L_k^{(2)}$ are Laguerre polynomials. Integrals used 200 Gauss-Legendre points $x$, mapped by $r=(20/Z)(1+x)/(1-x)$. The solution was found with $\alpha=0.5$, after which $\kappa$ followed from diagonalising $2K$ relative to $L$. The length in the radial map matters: with $4/Z$ in place of $20/Z$, the largest error in the basis overlaps rises from about $10^{-14}$ to $2\times10^{-3}$.

| | He | H⁻ |
|---|---|---|
| $E$ (hartree) | −2.86168 | −0.48793 |
| $\varepsilon$ (hartree) | −0.9180 | −0.0462 |
| $\langle L\rangle$ in worst mode (hartree) | 1.286 | 0.1135 |
| $\langle 2K\rangle$ in worst mode (hartree) | 0.3778 | 0.1337 |
| $\kappa$ | 0.294 | 1.178 |
| limit $2/(1+\kappa)$ | 1.546 | 0.918 |
| $\alpha_{\rm best}$ | 0.872 | 0.629 |
| best $\lvert m\rvert$ | 0.128 | 0.371 |

The "worst mode" is the $u$ that attains the maximum in (2), normalised to one. For H⁻,
$$\kappa=\frac{0.1337}{0.1135}=1.178,\qquad \frac{2}{1+1.178}=0.918,\qquad \frac{2}{2+1.178}=0.629 .$$

The worst mode is nearly a breathing of the orbital. Its overlap with the normalised change of $\phi$ under a uniform stretch, made orthogonal to $\phi$, is 0.991 for He and 0.951 for H⁻. This is why the mean radius shows the oscillation so clearly.

## Why H⁻ is on the wrong side

Equation (2) compares a repulsion with a stiffness. The repulsion $2K$ measures how strongly an error in the density disturbs the potential. The stiffness $L$ measures how strongly the orbital resists that disturbance. From He to H⁻ the repulsion falls by a factor $0.3778/0.1337=2.8$, but the stiffness falls by $1.286/0.1135=11.3$. Their quotient is the fourfold rise of $\kappa$. The H⁻ potential is not disturbed more than that of helium; the weakly bound H⁻ orbital gives way much more easily.

The limit of large $Z$ shows the same competition. There $F\to h$, lengths scale as $1/Z$, kinetic and nuclear energies as $Z^2$, and electron repulsion as $Z$. Hence $\kappa\to c/Z$. Diagonalisation with hydrogenic orbitals gives $c=0.394$, against $6/16=0.375$ in the one-exponent model. At $Z=40$ the full calculation has $Z\kappa=0.401$. Highly charged ions therefore need no damping in this map.

Errors that break spherical symmetry are less dangerous here. For p-type $u$ the largest value is 0.178 in He and 0.433 in H⁻. Higher angular momenta $l$ cannot exceed the p value. The centrifugal term raises $L$, while the numerator falls. The radial Coulomb kernel $r_<^l/[(2l+1)r_>^{l+1}]$ equals $G_l(r,r')/(rr')$, where $G_l=r_<^{l+1}/[(2l+1)r_>^{l}]$ is the inverse of the positive operator $-d^2/dr^2+l(l+1)/r^2$. That operator grows with $l$, so its inverse, and with it $\langle u|K|u\rangle$ for a given radial function, becomes smaller.

## What growing oscillation leads to

Linear theory describes the departure from the solution but not its end. For that, consider
$$W(\phi,\phi')=\langle\phi|h|\phi\rangle+\langle\phi'|h|\phi'\rangle+\iint\frac{\phi(1)^2\phi'(2)^2}{r_{12}}\,d1\,d2 .$$
At fixed $\phi$, the $\phi'$ that minimises $W$ is the lowest orbital of $h+J[\phi^2]$, which is the plain output. Since $W$ is symmetric, every plain step minimises it over one of its two orbitals, and $W$ never rises along the iteration. But $W$ is the unrestricted Hartree-Fock energy, with one orbital for each spin. Plain iteration descends in a larger space than the one in which the restricted solution is a minimum.

The second variation makes the link exact. Insert the normalised orbitals $\phi\pm u-\tfrac12\langle u|u\rangle\phi$. The terms linear in $u$ cancel between the two orbitals. The one-electron terms change by
$$2\langle u|h|u\rangle-2\langle u|u\rangle\langle\phi|h|\phi\rangle .$$
The densities are $\phi^2\pm2\phi u+u^2-\langle u|u\rangle\phi^2$, so their repulsion changes by
$$2\langle u|J|u\rangle-2\langle u|u\rangle\langle\phi|J|\phi\rangle-4\langle u|K|u\rangle .$$
With $\varepsilon=\langle\phi|h+J|\phi\rangle$ the sum is
$$\delta W=2\langle u|L-2K|u\rangle. \tag{8}$$

This can be negative exactly when $\kappa>1$. Plain iteration thus becomes unstable where the restricted solution becomes unstable towards different orbitals for different spins. Solving $\kappa(Z)=1$ by root search gives $Z=1.0577$, close to the model's $1.0625$. Helium lies above this charge and H⁻ below it.

For H⁻, 400 plain steps from a slightly disturbed solution end in a cycle of period two, and $W$ falls from $-0.4879$ to $-0.4996$ hartree. One orbital has mean radius 1.50 bohr, nearly that of the hydrogen atom. The other has 46.8 bohr and a positive level of 0.0004 hartree. With 25 basis functions its radius is 28.3 bohr, so this orbital is set by the basis and is not a property of the ion.

The reason is that a hydrogen atom's static field does not bind the second electron. By (6) with $\zeta=1$, that field is $-1/r+J=-(1+1/r)e^{-2r}$. The zero-energy radial function obeys
$$w''=-2\Big(1+\frac1r\Big)e^{-2r}w,\qquad w(0)=0 .$$
Integrated numerically to 30 bohr, where the field is negligible, $w$ has no node and is still rising. The number of nodes at zero energy counts the bound s states, so there is none. This concerns the undeformed atom, but the cycle approaches that case as the basis grows: from 25 to 40 functions the inner radius moves from 1.505 to 1.502 bohr and $W$ from $-0.4991$ to $-0.4996$ hartree, towards the 1.5 bohr and $-0.5$ hartree of a hydrogen atom with a detached electron. A larger basis therefore does not remove the period-two cycle. It only pushes the outer orbital further out, since in a complete space that orbital has no bound state to settle on. The size and level of the outer orbital are finite-basis results; the alternation itself, and its growth near the solution, are not.

## What to do about it

For this map, H⁻ needs $\alpha$ below 0.918, and about 0.63 is best. The next list starts again from $\zeta=Z-5/16$ and counts steps until the output and input radial densities differ nowhere by more than $10^{-8}$ per bohr:

- He, $\alpha=1$: 14 steps
- H⁻, $\alpha=0.30$: 41 steps
- H⁻, $\alpha=0.629$: 17 steps
- H⁻, $\alpha=0.872$: 149 steps
- H⁻, $\alpha=1$: not reached in 400 steps

Equation (3) explains the pattern. At $\alpha=0.30$ the slowest errors are those with small $\kappa_i$: the second mode, with $\kappa_i=0.115$, shrinks by 0.67 per step, and the factor approaches 0.70 as $\kappa_i\to0$. At $\alpha=0.872$ the breathing error has $m=1-0.872\times2.178=-0.90$ and dies slowly while changing sign. Heavy damping is therefore safe but wasteful, and a slow alternating approach is a sign that $\alpha$ is too large.

One need not build $L$ and $K$ to find $\kappa$. Near the solution, let $q$ be the ratio of successive changes in the density, with its sign, once it has become steady and negative. Equation (3) gives
$$\kappa=\frac{1-q}{\alpha}-1 .$$
For H⁻ at $\alpha=0.8907$, small errors followed through 30 mixed steps gave $q=-0.940$. Then $\kappa=1.940/0.8907-1=1.178$, and (5) supplies the better $\alpha$. A steady positive $q$ instead means that the modes with small $\kappa_i$ dominate, and $\alpha$ may be raised.

Two limits apply. The range (4) is local: it guarantees convergence from close to the solution, not from every start. It also belongs to the local potential $h+J$. With the full operator $h+2J-X$, where $X$ is exchange, matrix elements on the space orthogonal to $\phi$ satisfy $X_{ab}=K_{ab}$, so $L$ is replaced by $L+J-K$. The response of the operator changes from $2K$ to
$$4K-(J+K)=3K-J .$$
The first term comes from the doubled direct potential, the other two from varying both orbitals in $X$. When the density matrix is mixed, the multipliers become $1-\alpha\mu_i$, with $\mu_i$ the eigenvalues of $(L+J-K)^{-1}(L+2K)$. Now
$$\langle u|J-K|u\rangle=\frac12\iint\frac{[u(1)\phi(2)-\phi(1)u(2)]^2}{r_{12}}\,d1\,d2\ge0 ,$$
so the denominator has grown and no $\mu_i$ exceeds $1+\kappa$. The range (4) remains sufficient there, but it may be stricter than needed. For spherical errors in H⁻ it is much stricter: the $\mu_i$ lie between 0.47 and 1, so the undamped multipliers $1-\mu_i$ lie between 0 and 0.53. For p- and d-type errors the $\mu_i$ also stay below 1, the smallest being about 0.44 and 0.49. For errors of these three types the full-exchange iteration converges near the solution without damping and without alternation, which does not contradict the oscillation found here for the local potential.
